# Steady-state recombination at an amphoteric defect and its two-level approximation: test program

```python
"""Three-charge-state defect (D+, D0, D-) compared with two independent levels.

Result under test, for fixed electron and hole densities n and p:
  f+ : f0 : f- = B1*B2 : A1*B2 : A1*A2
  R = (1 - f-)*R1 + (1 - f+)*R2,   R1, R2 = single-level (SRH) rates
  A_i = cn_i*n + cp_i*p_i   rate of gaining an electron on link i
  B_i = cp_i*p + cn_i*n_i   rate of losing an electron on link i
Link 1 is D+/D0 (level eps1), link 2 is D0/D- (level eps2).
The independent pair gives R1 + R2. Its relative error delta obeys
  delta <= M = max(a, b, sigma/a, sigma/b),
  a = cp1/cp2, b = cn2/cn1, sigma = n1/n2.
q is the pair's probability of 'link 2 filled, link 1 empty'.
Energies in eV from the valence band edge, densities in cm^-3,
capture coefficients in cm^3/s, rates per defect in 1/s.
"""
from collections import namedtuple
from types import SimpleNamespace
import numpy as np
from scipy.constants import k as boltzmann, e as charge

T = 300.0
kT = boltzmann * T / charge
GAP, NC, NV = 1.10, 2e19, 2e19
NI2 = NC * NV * np.exp(-GAP / kT)
NT = 1e14
Defect = namedtuple("Defect", "eps1 eps2 cn1 cp1 cn2 cp2")
ELECTRONS = np.array([0, 1, 1, 2])
SIGN = np.sign(ELECTRONS[None, :] - ELECTRONS[:, None])


def derived(d, n, p):
    """All closed formulas of the derivation, per defect."""
    n1 = 0.5 * NC * np.exp(-(GAP - d.eps1) / kT)
    n2 = 2.0 * NC * np.exp(-(GAP - d.eps2) / kT)
    p1, p2 = NI2 / n1, NI2 / n2
    A1, B1 = d.cn1 * n + d.cp1 * p1, d.cp1 * p + d.cn1 * n1
    A2, B2 = d.cn2 * n + d.cp2 * p2, d.cp2 * p + d.cn2 * n2
    D = B1 * B2 + A1 * B2 + A1 * A2
    f = np.array([B1 * B2, A1 * B2, A1 * A2]) / D
    k1 = d.cn1 * d.cp1 / (A1 + B1)
    k2 = d.cn2 * d.cp2 / (A2 + B2)
    drive = n * p - NI2
    R1, R2 = drive * k1, drive * k2
    R = (1 - f[2]) * R1 + (1 - f[0]) * R2
    R_closed = drive * (d.cn1 * d.cp1 * B2 + d.cn2 * d.cp2 * A1) / D
    delta = (f[2] * k1 + f[0] * k2) / (k1 + k2)
    phi1, phi2 = A1 / (A1 + B1), A2 / (A2 + B2)
    q = B1 * A2 / ((A1 + B1) * (A2 + B2))
    a, b, sigma = d.cp1 / d.cp2, d.cn2 / d.cn1, n1 / n2
    M = max(a, b, sigma / a, sigma / b)
    s_max = max(a * b, sigma**2 / (a * b))
    q_max = s_max / (1 + np.sqrt(s_max))**2
    return SimpleNamespace(**locals())


def defect_rates(d, n, p):
    """Microstates: empty, spin up, spin down, doubly filled.
    Emission follows from microstate energies by detailed balance."""
    energy = np.array([0.0, d.eps1, d.eps1, d.eps1 + d.eps2])
    by_e, by_h = np.zeros((4, 4)), np.zeros((4, 4))
    for i, j, ke, kh in ((0, 1, d.cn1 / 2, d.cp1), (0, 2, d.cn1 / 2, d.cp1),
                         (1, 3, d.cn2, d.cp2 / 2), (2, 3, d.cn2, d.cp2 / 2)):
        step = energy[j] - energy[i]
        by_e[i, j] = ke * n
        by_e[j, i] = ke * NC * np.exp(-(GAP - step) / kT)
        by_h[j, i] = kh * p
        by_h[i, j] = kh * NV * np.exp(-step / kT)
    return by_e, by_h


def pair_rates(d, n, p):
    """Two non-interacting levels: (0,0), (1,0), (0,1), (1,1)."""
    by_e, by_h = np.zeros((4, 4)), np.zeros((4, 4))
    levels = ((d.eps1, d.cn1, d.cp1, 0.5, ((0, 1), (2, 3))),
              (d.eps2, d.cn2, d.cp2, 2.0, ((0, 2), (1, 3))))
    for eps, cn, cp, g, moves in levels:
        for i, j in moves:
            by_e[i, j] = cn * n
            by_e[j, i] = cn * g * NC * np.exp(-(GAP - eps) / kT)
            by_h[j, i] = cp * p
            by_h[i, j] = cp * NV / g * np.exp(-eps / kT)
    return by_e, by_h


def stationary(W):
    """Stationary distribution by subtraction-free state elimination."""
    w = W.copy()
    for k in range(len(w) - 1, 0, -1):
        w[:k, k] /= w[k, :k].sum()
        w[:k, :k] += np.outer(w[:k, k], w[k, :k])
    x = np.zeros(len(w))
    x[0] = 1.0
    for k in range(1, len(w)):
        x[k] = x[:k] @ w[:k, k]
    return x / x.sum()


def count(rates):
    """Distribution, net electron capture, net hole capture, gross traffic."""
    by_e, by_h = rates
    x = stationary(by_e + by_h)
    net_e = (x[:, None] * by_e * SIGN).sum()
    net_h = -(x[:, None] * by_h * SIGN).sum()
    return x, net_e, net_h, (x[:, None] * (by_e + by_h)).sum()


def check(d, n, p):
    """Compare formulas with counted results; return delta/M if resolvable."""
    r = derived(d, n, p)
    x, Re, Rh, gross = count(defect_rates(d, n, p))
    y, Pe, Ph, pair_gross = count(pair_rates(d, n, p))
    f = np.array([x[0], x[1] + x[2], x[3]])
    assert np.allclose(f, r.f, rtol=1e-9, atol=0)
    # Net rates are differences of large fluxes: rounding scales with traffic.
    for value in (Re, Rh):
        assert abs(value - r.R) < 1e-11 * gross
        assert abs(value - r.R_closed) < 1e-11 * gross
    for value in (Pe, Ph):
        assert abs(value - r.R1 - r.R2) < 1e-11 * pair_gross
    allowed = y[[0, 1, 3]]
    assert np.allclose(f, allowed / allowed.sum(), rtol=1e-9, atol=0)
    assert np.isclose(y[2], r.q, rtol=1e-9)
    assert y[2] <= r.q_max * (1 + 1e-9)
    charge_defect = f[0] - f[2]
    charge_pair = 1 - y @ ELECTRONS
    assert abs(charge_defect * allowed.sum() - charge_pair) < 1e-12
    if abs(Re) < 1e-5 * gross or abs(Pe) < 1e-5 * pair_gross:
        return None
    delta = 1 - Re / Pe
    assert abs(delta - r.delta) < 1e-6
    assert -1e-6 < delta < r.M + 1e-6
    return delta / r.M


# Random defects of both signs of U, in recombination and in generation.
rng = np.random.default_rng(7)
ratios = []
DRAWS = 1500
for _ in range(DRAWS):
    a, b = 10**rng.uniform(-3, 0.5, 2)
    cp2 = 10**rng.uniform(-8.5, -6.5)
    e1, e2 = rng.uniform(0.2, 0.9, 2)
    trial = Defect(e1, e2, 1e-7, a * cp2, b * 1e-7, cp2)
    ratio = check(trial, *10**rng.uniform(9, 18, 2))
    if ratio is not None:
        ratios.append(ratio)
assert len(ratios) > DRAWS // 4

# Worked example and its two contrasts.
main = Defect(0.35, 0.75, 1e-7, 4e-9, 5e-9, 4e-8)
equal = Defect(0.35, 0.75, 1e-8, 1e-8, 1e-8, 1e-8)
negative = main._replace(eps1=main.eps2, eps2=main.eps1)
cases = (("n-type", 1e16, 1e12), ("injected", 1e16, 1e16),
         ("p-type", 1e12, 1e16))
for d in (main, equal, negative):
    for _, n, p in cases:
        check(d, n, p)
    check(d, 1e12, 1e12)

# Relaxation rates of the microscopic generator.
hi = derived(main, 1e16, 1e16)
W = sum(defect_rates(main, 1e16, 1e16))
eigen = np.linalg.eigvals(np.diag(W.sum(axis=1)) - W)
decay = np.roots([1, -(hi.A1 + hi.B1 + hi.A2 + hi.B2), hi.D])
assert np.all(np.isreal(decay)) and decay.min() > 0
for rate in decay:
    assert np.min(abs(eigen - rate)) < 1e-8 * rate

# Limits of large majority density, from counted fluxes.
limit = {}
for name, n, p, t in (("n", 1e18, 1e12, hi.a), ("p", 1e12, 1e18, hi.b)):
    limit[name] = 1 - (count(defect_rates(main, n, p))[1]
                       / count(pair_rates(main, n, p))[1])
    assert abs(limit[name] - t / (1 + t)) < 1e-3

# Equilibrium: Gibbs weights, and the largest forbidden probability.
peak = {}
for U in (0.40, 0.05, -0.40):
    d = main._replace(eps1=0.55 - U / 2, eps2=0.55 + U / 2)
    qs = []
    for EF in np.linspace(0, GAP, 1101):
        n = NC * np.exp(-(GAP - EF) / kT)
        qs.append(stationary(sum(pair_rates(d, n, NI2 / n)))[2])
    sigma = derived(d, 1e10, 1e10).sigma
    peak[U] = max(qs)
    assert np.isclose(peak[U], sigma / (1 + np.sqrt(sigma))**2, rtol=1e-3)
    for EF in (0.3, 0.55, 0.8):
        n = NC * np.exp(-(GAP - EF) / kT)
        gibbs = np.array([1, 2 * np.exp((EF - d.eps1) / kT),
                          np.exp((2 * EF - d.eps1 - d.eps2) / kT)])
        x = stationary(sum(defect_rates(d, n, NI2 / n)))
        assert np.allclose([x[0], x[1] + x[2], x[3]], gibbs / gibbs.sum(),
                           rtol=1e-9, atol=0)

# Strong injection with equal coefficients: one third each, despite large U.
eq = derived(equal, 1e16, 1e16)
assert np.allclose(eq.f, 1 / 3, atol=0.01) and abs(eq.delta - 1 / 3) < 0.01
neg_hi = derived(negative, 1e16, 1e16)
neg_lo = derived(negative, 1e12, 1e12)
pos_lo = derived(main, 1e12, 1e12)
assert abs(neg_hi.delta - hi.delta) < 0.03
assert neg_lo.delta > 3 * pos_lo.delta

grid = np.logspace(8, 18, 41)
worst = max(derived(main, n, p).delta for n in grid for p in grid)
assert worst <= hi.M

print(f"T = {T:.0f} K, kT = {kT:.6f} eV")
print(f"gap = {GAP:.2f} eV, Nc = {NC:.1e}, Nv = {NV:.1e} cm^-3")
print(f"ni = {np.sqrt(NI2):.4e} cm^-3, Nt = {NT:.1e} cm^-3")
print(f"eps1 = {main.eps1:.2f}, eps2 = {main.eps2:.2f}, "
      f"U = {main.eps2 - main.eps1:.2f} eV")
print(f"cn1 = {main.cn1:.1e}, cp1 = {main.cp1:.1e} cm^3/s")
print(f"cn2 = {main.cn2:.1e}, cp2 = {main.cp2:.1e} cm^3/s")
print(f"n1 = {hi.n1:.4e}, p1 = {hi.p1:.4e} cm^-3")
print(f"n2 = {hi.n2:.4e}, p2 = {hi.p2:.4e} cm^-3")
print(f"a = {hi.a:.3f}, b = {hi.b:.3f}, a*b = {hi.a * hi.b:.4f} (no unit)")
print(f"sigma = {hi.sigma:.4e}, bound M = {hi.M:.3f} (no unit)")
print(f"U at which sigma = a*b: {-kT * np.log(4 * hi.a * hi.b):.4f} eV")
for name, n, p in cases:
    r = derived(main, n, p)
    print(f"[{name}] n = {n:.1e}, p = {p:.1e} cm^-3")
    print(f"  A1 = {r.A1:.4e}, B1 = {r.B1:.4e} 1/s")
    print(f"  A2 = {r.A2:.4e}, B2 = {r.B2:.4e} 1/s")
    print(f"  f+ = {r.f[0]:.3e}, f0 = {r.f[1]:.3e}, f- = {r.f[2]:.3e}")
    print(f"  phi1 = {r.phi1:.6f}, phi2 = {r.phi2:.6f}, q = {r.q:.3e}")
    print(f"  charge/e: defect {r.f[0] - r.f[2]:.5f}, "
          f"pair {1 - r.phi1 - r.phi2:.5f}")
    print(f"  R1 = {NT * r.R1:.4e}, R2 = {NT * r.R2:.4e} cm^-3/s")
    print(f"  R = {NT * r.R:.4e}, pair = {NT * (r.R1 + r.R2):.4e} cm^-3/s")
    print(f"  delta = {r.delta:.4f}, "
          f"lifetime = {1e6 * min(n, p) / (NT * r.R):.4f} us")
print(f"relaxation times, injected: {1e9 / decay.max():.3f}, "
      f"{1e9 / decay.min():.3f} ns")
print(f"delta at n=1e18, p=1e12 cm^-3: {limit['n']:.5f}")
print(f"delta at n=1e12, p=1e18 cm^-3: {limit['p']:.5f}")
print(f"largest delta, n and p from 1e8 to 1e18 cm^-3: {worst:.5f}")
print(f"equal coefficients {equal.cn1:.1e} cm^3/s, n=p=1e16 cm^-3:")
print(f"  f+ = {eq.f[0]:.4f}, f0 = {eq.f[1]:.4f}, f- = {eq.f[2]:.4f}, "
      f"delta = {eq.delta:.4f}")
print(f"levels exchanged, U = {negative.eps2 - negative.eps1:.2f} eV:")
for label, r in (("1e16", neg_hi), ("1e12", neg_lo)):
    print(f"  n=p={label} cm^-3: f+ = {r.f[0]:.4f}, f0 = {r.f[1]:.4f}, "
          f"f- = {r.f[2]:.4f}")
    print(f"    q = {r.q:.4f}, delta = {r.delta:.4f}")
print(f"original levels, n=p=1e12 cm^-3: delta = {pos_lo.delta:.4f}")
for U, value in peak.items():
    print(f"equilibrium, U = {U:.2f} eV: largest q = {value:.4e}")
print(f"random defects: {DRAWS}, with resolved net rate: {len(ratios)}")
print(f"largest delta/M among them: {max(ratios):.4f}")
print("checks complete")
```

Printed output:

```
T = 300 K, kT = 0.025852 eV
gap = 1.10 eV, Nc = 2.0e+19, Nv = 2.0e+19 cm^-3
ni = 1.1520e+10 cm^-3, Nt = 1.0e+14 cm^-3
eps1 = 0.35, eps2 = 0.75, U = 0.40 eV
cn1 = 1.0e-07, cp1 = 4.0e-09 cm^3/s
cn2 = 5.0e-09, cp2 = 4.0e-08 cm^3/s
n1 = 2.5151e+06, p1 = 5.2762e+13 cm^-3
n2 = 5.2762e+13, p2 = 2.5151e+06 cm^-3
a = 0.100, b = 0.050, a*b = 0.0050 (no unit)
sigma = 4.7669e-08, bound M = 0.100 (no unit)
U at which sigma = a*b: 0.1011 eV
[n-type] n = 1.0e+16, p = 1.0e+12 cm^-3
  A1 = 1.0002e+09, B1 = 4.0003e+03 1/s
  A2 = 5.0000e+07, B2 = 3.0381e+05 1/s
  f+ = 2.415e-08, f0 = 6.039e-03, f- = 9.940e-01
  phi1 = 0.999996, phi2 = 0.993961, q = 3.975e-06
  charge/e: defect -0.99396, pair -0.99396
  R1 = 3.9991e+17, R2 = 3.9758e+18 cm^-3/s
  R = 3.9783e+18, pair = 4.3758e+18 cm^-3/s
  delta = 0.0908, lifetime = 0.2514 us
[injected] n = 1.0e+16, p = 1.0e+16 cm^-3
  A1 = 1.0002e+09, B1 = 4.0000e+07 1/s
  A2 = 5.0000e+07, B2 = 4.0026e+08 1/s
  f+ = 3.433e-02, f0 = 8.584e-01, f- = 1.072e-01
  phi1 = 0.961546, phi2 = 0.111046, q = 4.270e-03
  charge/e: defect -0.07290, pair -0.07259
  R1 = 3.8454e+21, R2 = 4.4418e+21 cm^-3/s
  R = 7.7224e+21, pair = 8.2872e+21 cm^-3/s
  delta = 0.0682, lifetime = 1.2949 us
[p-type] n = 1.0e+12, p = 1.0e+16 cm^-3
  A1 = 3.1105e+05, B1 = 4.0000e+07 1/s
  A2 = 5.0001e+03, B2 = 4.0026e+08 1/s
  f+ = 9.923e-01, f0 = 7.716e-03, f- = 9.639e-08
  phi1 = 0.007716, phi2 = 0.000012, q = 1.240e-05
  charge/e: defect 0.99228, pair 0.99227
  R1 = 9.9228e+18, R2 = 4.9966e+17 cm^-3/s
  R = 9.9267e+18, pair = 1.0423e+19 cm^-3/s
  delta = 0.0476, lifetime = 0.1007 us
relaxation times, injected: 0.958, 2.238 ns
delta at n=1e18, p=1e12 cm^-3: 0.09091
delta at n=1e12, p=1e18 cm^-3: 0.04762
largest delta, n and p from 1e8 to 1e18 cm^-3: 0.09091
equal coefficients 1.0e-08 cm^3/s, n=p=1e16 cm^-3:
  f+ = 0.3327, f0 = 0.3345, f- = 0.3327, delta = 0.3327
levels exchanged, U = -0.40 eV:
  n=p=1e16 cm^-3: f+ = 0.0354, f0 = 0.8564, f- = 0.1082
    q = 0.0045, delta = 0.0692
  n=p=1e12 cm^-3: f+ = 0.4803, f0 = 0.0363, f- = 0.4834
    q = 0.8648, delta = 0.4817
original levels, n=p=1e12 cm^-3: delta = 0.0148
equilibrium, U = 0.40 eV: largest q = 4.7648e-08
equilibrium, U = 0.05 eV: largest q = 2.5516e-02
equilibrium, U = -0.40 eV: largest q = 9.9826e-01
random defects: 1500, with resolved net rate: 1413
largest delta/M among them: 0.9981
checks complete
```
